\section*{Pair-Density Fourier Components by Three FFTs and the Alias-Free Grid}

\section{Definitions and conventions}

Consider a crystal with a cubic cell of side $a$ and volume $\Omega=a^3$. Its reciprocal-lattice vectors are
\begin{equation}
\mathbf G=\frac{2\pi}{a}\,\mathbf g ,\qquad \mathbf g=(g_x,g_y,g_z)\ \text{with integer entries}.
\end{equation}
The triple $\mathbf g$ is called the index of $\mathbf G$, and either symbol may label a Fourier component. Two Bloch states, band $n$ at $\mathbf k$ and band $m$ at $\mathbf k+\mathbf q$, are expanded in plane waves:
\begin{align}
\psi_n(\mathbf r)&=\Omega^{-1/2}\sum_{\mathbf G}c_n(\mathbf G)\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r},\\
\psi_m(\mathbf r)&=\Omega^{-1/2}\sum_{\mathbf G}c_m(\mathbf G)\,e^{i(\mathbf k+\mathbf q+\mathbf G)\cdot\mathbf r}.
\end{align}
Each state is normalized over one cell, so $\sum_{\mathbf G}|c(\mathbf G)|^2=1$. Both sums run over the same sphere $|\mathbf G|\le G_c$. The cutoff can be given as an energy $E_c=\hbar^2G_c^2/2m_e$, where $m_e$ is the electron mass. The vector $\mathbf k+\mathbf q$ is used as it stands, without folding it back into the first Brillouin zone; folding is treated in Section 5.

The pair-density components are
\begin{equation}
M(\mathbf G)=\int_{\rm cell}\psi_n^*(\mathbf r)\,e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\,\psi_m(\mathbf r)\,d^3r .
\label{def}
\end{equation}
They are dimensionless. In a GW calculation they measure how strongly the transition between the two states couples to a density wave of wave vector $\mathbf q+\mathbf G$. The polarizability contains products $M(\mathbf G)M^*(\mathbf G')$ summed over band pairs, so an error in $M$ passes directly into the screening.

\section{From the integral to three transforms}

Insert the two expansions into (\ref{def}), with $\mathbf G'$ for band $n$ and $\mathbf G''$ for band $m$. The exponent is
\begin{equation}
-i(\mathbf k+\mathbf G')\cdot\mathbf r-i(\mathbf q+\mathbf G)\cdot\mathbf r+i(\mathbf k+\mathbf q+\mathbf G'')\cdot\mathbf r
=i(\mathbf G''-\mathbf G'-\mathbf G)\cdot\mathbf r .
\end{equation}
Both $\mathbf k$ and $\mathbf q$ have cancelled. The remaining exponential has the period of the lattice, and its integral over the cell is $\Omega$ if $\mathbf G''=\mathbf G'+\mathbf G$ and zero otherwise. This $\Omega$ cancels the two factors $\Omega^{-1/2}$, which leaves
\begin{equation}
M(\mathbf G)=\sum_{\mathbf G'}c_n^*(\mathbf G')\,c_m(\mathbf G'+\mathbf G),
\label{direct}
\end{equation}
where a coefficient outside the sphere counts as zero.

Equation (\ref{direct}) is a correlation of two coefficient sets, and in real space a correlation becomes a product. Define the periodic parts
\begin{equation}
u(\mathbf r)=\sum_{\mathbf G}c(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}
\label{u}
\end{equation}
for each band. Multiply them and collect all terms with the same difference $\mathbf G=\mathbf G''-\mathbf G'$:
\begin{align}
u_n^*(\mathbf r)u_m(\mathbf r)
&=\sum_{\mathbf G',\mathbf G''}c_n^*(\mathbf G')c_m(\mathbf G'')\,e^{i(\mathbf G''-\mathbf G')\cdot\mathbf r}\nonumber\\
&=\sum_{\mathbf G}M(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
\label{product}
\end{align}
The wanted numbers are therefore the Fourier coefficients of $u_n^*u_m$.

Now take $N$ grid points per axis, $\mathbf r_{\mathbf j}=a\,\mathbf j/N$, with each entry of $\mathbf j$ running from $0$ to $N-1$. The algorithm is as follows.
\begin{enumerate}
\item Place $c_n(\mathbf g)$ in an $N^3$ array at position $\mathbf g$ modulo $N$, with zeros elsewhere. An inverse FFT gives $u_n(\mathbf r_{\mathbf j})$.
\item Do the same for $c_m$ to obtain $u_m(\mathbf r_{\mathbf j})$.
\item Form $u_n^*u_m$ point by point. A forward FFT gives
\begin{equation}
M_N(\mathbf g)=\frac1{N^3}\sum_{\mathbf j}u_n^*(\mathbf r_{\mathbf j})u_m(\mathbf r_{\mathbf j})\,e^{-2\pi i\,\mathbf g\cdot\mathbf j/N}.
\label{fft}
\end{equation}
\end{enumerate}
The sum (\ref{u}) has no prefactor. If a library divides its inverse transform by $N^3$, its result must be multiplied by $N^3$ in the first two steps. The factor $1/N^3$ in (\ref{fft}) must then be supplied if the forward transform has none.

\section{What the finite grid computes}

The subscript in $M_N$ is needed because a grid cannot distinguish all plane waves. Insert (\ref{product}), evaluated at the grid points, into (\ref{fft}):
\begin{equation}
M_N(\mathbf g)=\sum_{\mathbf g'}M(\mathbf g')\,\frac1{N^3}\sum_{\mathbf j}e^{2\pi i(\mathbf g'-\mathbf g)\cdot\mathbf j/N}.
\end{equation}
The sum over $\mathbf j$ is a product of three sums, one per axis. For an integer $h$ that is not a multiple of $N$, the geometric series gives
\begin{equation}
\frac1N\sum_{j=0}^{N-1}e^{2\pi ihj/N}=\frac1N\,\frac{e^{2\pi ih}-1}{e^{2\pi ih/N}-1}=0,
\end{equation}
because the numerator vanishes and the denominator does not. If $h$ is a multiple of $N$, every term is 1 and the average is 1. Hence $\mathbf g'$ contributes when it differs from $\mathbf g$ by $N$ times an integer triple $\mathbf L$:
\begin{equation}
M_N(\mathbf g)=\sum_{\mathbf L}M(\mathbf g+N\mathbf L).
\label{alias}
\end{equation}
The term $\mathbf L=0$ is the correct component. The others are aliases: density waves of different wave vector that take the same values as the wanted wave at all grid points.

\section{The grid condition}

Let $s$ be the largest index on an axis inside the wave-function sphere,
\begin{equation}
s=\left\lfloor\frac{G_ca}{2\pi}\right\rfloor ,
\end{equation}
where the brackets mean rounding down. The coefficients occupy indices from $-s$ to $s$. They need $N\ge2s+1$ to have separate places in the array, and this is assumed from here on.

The pair density reaches further. By the triangle inequality, $|\mathbf G''-\mathbf G'|\le2G_c$. Since kinetic energy grows as the square of the wave vector, a sphere of radius $2G_c$ corresponds to an energy $4E_c$. Along each axis the differences lie between $-2s$ and $2s$.

\subsection{All components}

\emph{Sufficiency.} Two indices in $[-2s,2s]$ differ by at most $4s$. If $N\ge4s+1$, no two of them can differ by a nonzero multiple of $N$. Only $\mathbf L=0$ survives in (\ref{alias}), and $M_N=M$ for every component.

\emph{Necessity.} Suppose $2s+1\le N\le4s$. The indices $(2s,0,0)$ and $(2s-N,0,0)$ differ by $N$ and share one array element. Both lie in the range of the pair density, because $2s-N\ge-2s$ and every integer from $-2s$ to $2s$ is a difference of two points on the axis of the sphere. For general coefficients both components are nonzero, so the shared element holds their sum and neither can be recovered from it. Special coefficients, for instance ones that vanish at the edge of the sphere, can escape this conclusion.

The condition for all components is therefore
\begin{equation}
N\ge4s+1 .
\label{full}
\end{equation}
This is the precise meaning of the statement that the grid must hold twice the cutoff radius: it must hold twice the largest occupied index. Holding the whole sphere of radius $2G_c$ is sufficient, but rounding can make it more than is needed. With $G_ca/2\pi=4.6$, the largest occupied index is 4 and $N=17$ suffices. The doubled radius is 9.2 in index units, and a grid holding index 9 would have $N=19$.

\subsection{A limited set of components}

A GW calculation may use a smaller cutoff for the screened interaction than the full range of the pair density. Let the wanted components fill the sphere $|\mathbf g|\le p$, with integer $p\le2s$. A wanted index and an alias index then differ by at most $p+2s$ on any axis, so
\begin{equation}
N\ge2s+p+1
\label{window}
\end{equation}
is sufficient. It is also necessary for general coefficients: if $2s+1\le N\le2s+p$, the wanted index $(p,0,0)$ receives the component $(p-N,0,0)$, which lies in the range because $p-N\ge-2s$. The unwanted components may still be wrong, and they are discarded.

Three cases show the range of this rule. For $p=2s$ it gives the same number as (\ref{full}), although off the axes the pair density can extend beyond the sphere $|\mathbf g|\le2s$. For $p=s$ it gives $N\ge3s+1$, which for large $s$ means $(3/4)^3\approx0.42$ of the points of the full grid. For $p=0$ it gives $N\ge2s+1$, the smallest grid that holds the wave functions. At $\mathbf q=0$ the component $\mathbf G=0$ is the overlap of the two bands, so normalization and orthogonality come out right even on that smallest grid. A correct norm is no evidence that the other components are free of aliasing.

\section{Shifted index ranges}

Two situations break the symmetry of the index range. One is a cutoff on $|\mathbf k+\mathbf G|$ instead of $|\mathbf G|$, which centres the sphere at $-\mathbf k$. The other is folding. If $\mathbf k+\mathbf q=\mathbf k'+\mathbf G_0$ and the stored state has wave vector $\mathbf k'$ and coefficients $c'$, equal exponentials require $\mathbf k+\mathbf q+\mathbf G=\mathbf k'+(\mathbf G+\mathbf G_0)$. The coefficients to be used above are then
\begin{equation}
c_m(\mathbf G)=c'(\mathbf G+\mathbf G_0),
\end{equation}
so the index range moves by $-\mathbf G_0$.

Let the indices on one axis run from $\alpha_n$ to $\beta_n$ for one band and from $\alpha_m$ to $\beta_m$ for the other. Their differences run from $\alpha_m-\beta_n$ to $\beta_m-\alpha_n$. The width of this interval is
\begin{equation}
(\beta_m-\alpha_n)-(\alpha_m-\beta_n)=w_m+w_n,\qquad w=\beta-\alpha .
\end{equation}
All differences have separate places if
\begin{equation}
N\ge1+w_n+w_m .
\end{equation}
In three dimensions this condition on each axis is sufficient. It replaces (\ref{full}), which can then be too small: for a radius of 4.6 in index units and both spheres centred at $-(0.5,0,0)$, the $x$ indices run from $-5$ to $4$ and 19 points are needed, not 17. In one dimension it is also necessary for general coefficients, since on a smaller grid the top index shares its place with another index of the interval. For the ranges $-5,\dots,4$ (band $n$) and $-4,\dots,4$ (band $m$) the widths are 9 and 8, and 18 points are needed. The differences then run from $-8$ to $9$, so the array positions must be decoded with this lopsided interval.

\section{Size of the aliasing error}

When $N$ is too small, the error follows from (\ref{alias}) and the decay of the coefficients. Return to the common sphere, and let the wanted indices satisfy $|g_i|\le p$ on each axis $i$.

First count the aliases. If $g_i>0$, then $g_i+N>2s$ lies outside the range, and so does $g_i-2N$, because $2N>4s$ and $g_i\le2s$. At most the shift $-N$ remains. For $g_i<0$ at most the shift $+N$ remains, and for $g_i=0$ there is none. Each axis thus offers at most two choices, shifted or not, and there are at most $2^3-1=7$ aliases.

Next bound one alias $\mathbf g'$. On some axis, $|g'_i|\ge N-p$. Take $g'_i$ positive, and let $h_i$ be the index of $c_n$ in (\ref{direct}). Since both $h_i$ and $h_i+g'_i$ lie in $[-s,s]$,
\begin{align}
h_i&\le s-g'_i\le-(N-p-s),\\
h_i+g'_i&\ge-s+g'_i\ge N-p-s .
\end{align}
For negative $g'_i$ the signs are reversed. If $N-p-s>0$, only coefficients at distance $N-p-s$ or more from the centre enter, for both bands. Define the tail
\begin{equation}
t(\ell)=\max_i\Big(\sum_{|h_i|\ge\ell}|c(\mathbf h)|^2\Big)^{1/2}.
\end{equation}
The Cauchy--Schwarz inequality applied to (\ref{direct}) gives $|M(\mathbf g')|\le t_n t_m$, and therefore
\begin{equation}
|M_N(\mathbf g)-M(\mathbf g)|\le7\,t_n(\ell)\,t_m(\ell),\qquad \ell=N-p-s>0 .
\label{bound}
\end{equation}
For $\ell>s$ the tails are empty, the error is zero and (\ref{window}) is recovered. For $\ell=s$, one point short of the condition, the error involves only products of two edge coefficients. It is small if the wave functions have decayed at the cutoff. For $\ell=1$ the tail omits only the plane $h_i=0$, so the bound is small only if the product $t_n(1)\,t_m(1)$ is well below $1/7$. This holds, for instance, when at least one of the two states has nearly all its weight at $\mathbf G=0$.

A finer grid removes aliasing only. It does not repair the truncation of the wave functions at $G_c$, which changes the coefficients themselves.

\section{Worked example}

\subsection{Model and cutoff}

The model has one Gaussian well $-V_0e^{-r^2/w^2}$ per cell, repeated periodically, with $a=0.50$ nm, $V_0=60$ eV and $w=0.10$ nm. Summing over all wells turns the cell integral for its Fourier coefficient into an integral over all space. Completing the square on each axis gives a factor $\sqrt\pi\,w\,e^{-G_i^2w^2/4}$, so
\begin{equation}
V(\mathbf G)=-V_0\left(\frac{\sqrt\pi\,w}{a}\right)^3e^{-|\mathbf G|^2w^2/4}.
\end{equation}
The coefficients $c$ are eigenvectors of the matrix
\begin{equation}
H_{\mathbf G\mathbf G'}=\frac{\hbar^2|\mathbf k+\mathbf G|^2}{2m_e}\,\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G'),
\end{equation}
with $\mathbf k$ replaced by $\mathbf k+\mathbf q$ for the second state. In units of $2\pi/a$, $\mathbf k=(0.1,0.2,0.3)$ and $\mathbf q=(0.25,0,0)$. The pair consists of band 1 at $\mathbf k$, at $-22.0$ eV, and band 2 at $\mathbf k+\mathbf q$, at $-3.5$ eV. The basis is kept small and is not converged: raising the cutoff from 100 to 320 eV lowers the energies to $-22.2$ and $-3.8$ eV, changes $|M(4,0,0)|$ from 0.099 to 0.114, and changes $|M(8,0,0)|$ from $2\times10^{-5}$ to $8\times10^{-4}$. The digits given below belong to the 100 eV basis and serve only to show the aliasing. The matrix is real, so the coefficients and $M$ can be chosen real; the overall sign of $M$ is arbitrary.

For $E_c=100$ eV the cutoff radius is $G_c=51.23$ nm$^{-1}$, and
\begin{equation}
\frac{G_ca}{2\pi}=\frac{51.23}{12.566}=4.08,\qquad s=4,\qquad 4s+1=17 .
\end{equation}
The doubled radius is 102.5 nm$^{-1}$, corresponding to 400 eV. The basis has 257 plane waves, and their differences give 1797 distinct components. This is fewer than the 2109 integer triples with $|\mathbf g|\le8$, because not every such triple is a difference of two basis indices. For example, $(7,3,0)$ would need $x$ indices $4$ and $-3$, or $3$ and $-4$. The index $\pm4$ allows no transverse part, so the other point would be at least as long as $(3,3,0)$, whose squared length 18 exceeds the allowed 16.

\subsection{Following one component}

The direct sum gives $M(4,0,0)=-0.0989$. On the smallest grid, $N=9$, its one alias is $(4-9,0,0)=(-5,0,0)$:
\begin{equation}
M_9(4,0,0)=-0.0989+0.0435=-0.0554 .
\end{equation}
The error is 44\% of the correct value. The square $|M|^2$, which sets the contribution of this pair to the diagonal of the polarizability, falls to $(0.0554/0.0989)^2\approx0.31$ of its correct size.

On $N=12$ the alias is $(-8,0,0)$. More digits are needed to see its effect:
\begin{equation}
M_{12}(4,0,0)=-0.09893454+0.00004038=-0.09889416 ,
\end{equation}
a relative error of $4\times10^{-4}$. On $N=13$ the alias would be $(-9,0,0)$, which is outside the range, and the component is correct to rounding error. This is condition (\ref{window}) with $s=p=4$.

\subsection{The whole set}

The largest absolute errors, over the inner sphere and over all components, are as follows.
\begin{center}
\begin{tabular}{rll}
$N$ & $|\mathbf g|\le4$ & all $\mathbf g$\\
9 & $4.35\times10^{-2}$ & $5.11\times10^{-1}$\\
12 & $4.04\times10^{-5}$ & $1.53\times10^{-1}$\\
13 & $3\times10^{-16}$ & $4.35\times10^{-2}$\\
16 & $3\times10^{-16}$ & $4.04\times10^{-5}$\\
17 & $4\times10^{-16}$ & $4\times10^{-16}$
\end{tabular}
\end{center}
The largest component of this pair density has magnitude 0.511, so on $N=9$ the worst error is as large as the largest signal. On $N=13$ the inner components are clean, but $(8,0,0)$ receives $(-5,0,0)$, whose magnitude 0.0435 equals the worst error.

On $N=16$, one point short of (\ref{full}), $(8,0,0)$ and $(-8,0,0)$ share one place. Each is a single product of two edge coefficients, as in the case $\ell=s$ of (\ref{bound}). The stored value is
\begin{equation}
M_{16}(8,0,0)=(-1.874+4.038)\times10^{-5}=2.164\times10^{-5}.
\end{equation}
The error is only $8\times10^{-5}$ of the largest component, but it is about twice the magnitude of $M(8,0,0)$ itself and reverses its sign. Whether $N=16$ is acceptable depends on which of these measures matters. In this example the truncation at $G_c$ already changes $|M(8,0,0)|$ by about $8\times10^{-4}$, some twenty times the aliasing error. The grid $N=18=2\cdot3^2$ also meets the condition and, unlike the prime 17, factors into small primes, so its transform can be split into short sub-transforms.

The norm of band 1, computed at $\mathbf q=0$ on $N=9$, is 1 to twelve decimals. The worst error among the other components of the same density is 0.85, although no component can exceed 1 in magnitude. This confirms that the norm does not detect aliasing.

As a check on the definition (\ref{def}), Gauss--Legendre integration of the complete Bloch functions was compared with the $N=17$ transform for five indices, both for this pair and for coefficients with random phases. The largest difference was $1.1\times10^{-14}$. The numerical output lists the remaining values.

\section{Cost}

The direct sum takes about $n_{\rm pw}^2$ multiplications for $n_{\rm pw}$ plane waves. Three FFTs take roughly $3N^3\log_2N^3$ operations, with a prefactor that depends on the routine. For large $s$, $n_{\rm pw}\approx4\pi s^3/3$ and $N^3\approx64s^3$, so the grid has about $48/\pi\approx15$ points per plane wave. The FFT cost then grows as $n_{\rm pw}\log n_{\rm pw}$, but with a large factor in front.

With $N=4s+1$, the estimates for $s=4$ are $6.6\times10^4$ operations for the direct sum and $1.8\times10^5$ for the FFTs, so the direct sum is cheaper by this count. For $s=8$ they are $4.4\times10^6$ and $1.6\times10^6$. For $s=16$ they are $2.9\times10^8$ and $1.5\times10^7$, a factor of about 20 in favour of the FFTs. These are operation counts, not measured times.

When many pairs are needed, the periodic parts can be stored and reused. For $A$ states at $\mathbf k$ and $B$ states at $\mathbf k+\mathbf q$, this takes $A+B$ inverse transforms and $AB$ forward transforms, instead of $3AB$ transforms in all. The price is memory. Apart from one work array for the product, storing both sets takes $A+B$ arrays of $N^3$ complex numbers; storing only the smaller set and transforming each state of the other set once, as it is needed, gives the same count with $\min(A,B)+1$ such arrays.

\section*{Table of computed values}
\begin{verbatim}
cell side a = 0.50 nm, 2 pi/a = 12.5664 nm^-1
well depth = 60.0 eV, width parameter = 0.10 nm
k in units of 2 pi/a = [0.1 0.2 0.3] ; q = [0.25 0.   0.  ]
wave-function cutoff energy = 100.0 eV
cutoff radius G_c = 51.232 nm^-1; G_c a/(2 pi) = 4.0769
doubled radius = 102.463 nm^-1, energy = 400.0 eV
largest index s = 4; plane waves = 257
possible pair-density components = 1797
alias-free points per axis 4s+1 = 17
band 1 at k = -22.0237 eV; band 2 at k+q = -3.5338 eV
direct-sum components M(g), dimensionless:
  g = (0, 0, 0): -0.13042980
  g = (1, 0, 0): -0.48080055
  g = (4, 0, 0): -0.09893454
  g = (-5, 0, 0): +0.04354796
  g = (-8, 0, 0): +0.00004038
  g = (8, 0, 0): -0.00001874
N | FFT M(4,0,0) | max error |g|<=4 | max error all g
   9 | -0.05538657 | 4.35e-02 | 5.11e-01
  12 | -0.09889416 | 4.04e-05 | 1.53e-01
  13 | -0.09893454 | 3.33e-16 | 4.35e-02
  16 | -0.09893454 | 3.33e-16 | 4.04e-05
  17 | -0.09893454 | 4.44e-16 | 4.44e-16
  18 | -0.09893454 | 6.67e-16 | 6.67e-16
largest |M| in the pair density = 0.510543
N = 9, q = 0, band 1 with itself: norm = 1.000000000000
  overlap of bands 1 and 2 = 7.3e-17; max error all g = 8.51e-01
largest quadrature-FFT difference = 1.1e-14
lopsided ranges -5..4 and -4..4: points needed = 18
G_c a/(2 pi) = 4.6: needed N = 17, full doubled sphere N = 19
operation estimates: direct = n_pw^2, FFT = 3 N^3 log2(N^3)
  s =  4: n_pw = 257, N = 17, direct = 6.60e+04, FFT = 1.81e+05
  s =  8: n_pw = 2109, N = 33, direct = 4.45e+06, FFT = 1.63e+06
  s = 16: n_pw = 17077, N = 65, direct = 2.92e+08, FFT = 1.49e+07
\end{verbatim}
